# Why interlacing two particle meshes cancels odd aliases

**Q:** I compute the electrostatic energy of a periodic box by spreading point charges on a mesh and Fourier transforming. I am told to repeat it on a second mesh, displaced by half a cell diagonal, and average. Both meshes are equally coarse. Why should the average be better than either?

**A:** Because the error depends on where the mesh sits, and this displacement reverses the sign of part of it. To see which part, we need the mesh error explicitly.

Take $N$ charges $q_je$ at $\mathbf r_j$ in a periodic cube of edge $L$ and volume $V=L^3$. The quantity wanted is the structure factor

$$S(\mathbf k)=\sum_j q_j e^{-i\mathbf k\cdot\mathbf r_j},\qquad \mathbf k=\frac{2\pi}{L}\mathbf l ,$$

with integer $l_a$ on each axis $a$. The mesh has $K$ points per edge, spacing $h=L/K$, and $G=2\pi/h$. Its points are $h\mathbf n+\mathbf s$, where $\mathbf s$ is the offset of the whole mesh. A charge is shared among nearby points with weight $W$, a product of one B-spline of order $p$ per axis. The mesh charge is

$$Q_s(\mathbf n)=\sum_j q_j\,W\!\left(\frac{h\mathbf n+\mathbf s-\mathbf r_j}{h}\right),$$

periodic images included. Its transform uses the true positions of the points:

$$\hat Q_s(\mathbf k)=\sum_{\mathbf n}Q_s(\mathbf n)\,e^{-i\mathbf k\cdot(h\mathbf n+\mathbf s)} .$$

**Q:** How does that differ from $S(\mathbf k)$?

**A:** Work on one axis with one unit charge at $x_j$. The phase $e^{-ikhn}$ is unchanged by $n\to n+K$, since $khK=2\pi l$. Summing over $K$ points with all images of the charge is therefore the same as summing over all integers $n$ with one charge. So we need

$$P(s)=\sum_{n=-\infty}^{\infty}F(hn+s),\qquad F(x)=W\!\left(\frac{x-x_j}{h}\right)e^{-ikx}.$$

Increasing $s$ by $h$ only relabels $n$, so $P$ has period $h$ and a Fourier series $P(s)=\sum_m c_m e^{iGms}$. Its coefficients are

$$c_m=\frac1h\int_0^h\! P(s)e^{-iGms}\,ds=\frac1h\int_{-\infty}^{\infty}\!F(x)e^{-iGmx}\,dx .$$

The second form follows because the intervals $[hn,hn+h]$ join into the whole line and $e^{-iGmhn}=1$. Insert $F$ and put $x=x_j+hu$, so that $dx=h\,du$:

$$c_m=e^{-i(k+Gm)x_j}\int W(u)\,e^{-i(k+Gm)hu}\,du .$$

The remaining integral is $\hat W(k+Gm)$. A B-spline of order $p$ is the convolution of $p$ unit top hats, and each has the transform $\sin(kh/2)/(kh/2)$. Hence

$$\hat W(k)=\left[\frac{\sin(kh/2)}{kh/2}\right]^p .$$

Multiplying the three axes and summing over charges gives

$$\hat Q_s(\mathbf k)=\sum_{\mathbf m}e^{iG\mathbf m\cdot\mathbf s}\,\hat W(\mathbf k+G\mathbf m)\,S(\mathbf k+G\mathbf m).$$

The term $\mathbf m=0$ is the wanted one, multiplied by a known factor. The others are aliases: waves of the charge density that look like $\mathbf k$ when sampled at spacing $h$. Only their phases depend on the offset.

**Q:** And the half diagonal?

**A:** Let grid A have $\mathbf s=0$ and grid B have $\mathbf s=(h/2)(1,1,1)$. For B,

$$G\mathbf m\cdot\mathbf s=\frac{2\pi}{h}\,\frac h2(m_1+m_2+m_3)=\pi(m_1+m_2+m_3),$$

so the phase factor is $(-1)^{m_1+m_2+m_3}$. For A it is 1. The average is

$$\frac{\hat Q_A+\hat Q_B}{2}=\sum_{\mathbf m}\frac{1+(-1)^{m_1+m_2+m_3}}{2}\,\hat W(\mathbf k+G\mathbf m)\,S(\mathbf k+G\mathbf m).$$

The fraction is 0 when $m_1+m_2+m_3$ is odd and 1 when it is even. Odd aliases cancel for any charges at any positions. The wanted term has sum zero and is untouched.

**Q:** Would another offset do as well?

**A:** For two equally weighted grids, an alias is multiplied by $(1+e^{iG\mathbf m\cdot\mathbf s})/2$. The six nearest aliases are $(\pm1,0,0)$ and its permutations. Removing all six requires $e^{iGs_a}=-1$ on every axis, so $s_a=h/2$ up to whole mesh spacings. That is the half diagonal. A half-cell shift along one edge removes odd $m_1$ and leaves $(0,\pm1,0)$ and $(0,0,\pm1)$ at full strength.

There is a geometric reading. The two grids together form a body-centred cubic lattice. A wave $G\mathbf m$ has the same phase on all its points only if it also has phase 1 at the cell centre, which requires an even sum. The shortest surviving vector is therefore $\sqrt2\,G$ instead of $G$.

**Q:** My code transforms array indices and knows nothing of $\mathbf s$. Does that matter?

**A:** It does if you average structure factors. A plain transform of grid B omits $e^{-i\mathbf k\cdot\mathbf s}$ and returns $e^{i\mathbf k\cdot\mathbf s}\hat Q_B$. The wanted term in the average would then carry

$$\frac{1+e^{i\mathbf k\cdot\mathbf s}}2=e^{i\mathbf k\cdot\mathbf s/2}\cos\frac{\mathbf k\cdot\mathbf s}{2},$$

which damages the signal. Multiply B's transform by $e^{-i\mathbf k\cdot\mathbf s}$ first, with signed $l_a$ between $-K/2$ and $K/2$. I leave out the planes $|l_a|=K/2$: there $+K/2$ and $-K/2$ share one array entry but need different phases.

**Q:** Even aliases remain. How do I know they are less harmful?

**A:** Divide the transform by $\hat W(\mathbf k)$ to obtain an estimate $\tilde S(\mathbf k)$ of the structure factor. Each alias then has the weight $R_{\mathbf m}=\hat W(\mathbf k+G\mathbf m)/\hat W(\mathbf k)$. On one axis $kh/2=\pi l/K$, and the alias has $\pi l/K+\pi m$. Since $\sin(x+\pi m)=(-1)^m\sin x$, the sines cancel up to a sign:

$$R_{\mathbf m}=\prod_{a=1}^3\left[\frac{(-1)^{m_a}\,l_a}{l_a+m_aK}\right]^p .$$

On an axis with $l_a=0$ the factor is 1 for $m_a=0$ and 0 otherwise, because $\sin(\pi m_a)=0$.

For $|l_a|\ll K$, the nearest aliases have magnitude about $(|l_a|/K)^p$. They are odd, so they go. The survivors are of two main kinds. The alias $(\pm2,0,0)$ has magnitude about $(|l_1|/2K)^p$, smaller by $2^{-p}$, or 1/16 for $p=4$. The alias $(\pm1,\pm1,0)$ has about $(|l_1l_2|/K^2)^p$, a product of two small factors.

**Q:** Can you put numbers on one wavevector?

**A:** Take $K=16$, $p=4$ and $\mathbf l=(4,0,0)$. The strongest odd alias has $m_1=-1$ and weight $(4/12)^4=0.0123$. The strongest survivor has $m_1=-2$ and weight $(4/28)^4=0.00042$.

To include all aliases, consider one charge at position $\mathbf r$. Its relative error is $\sum_{\mathbf m\ne0}R_{\mathbf m}e^{-iG\mathbf m\cdot\mathbf r}$. If $\mathbf r$ is uniform over a mesh cell, products of different waves average to zero, so the mean square error is $\sum_{\mathbf m\neq0}R_{\mathbf m}^2$. After interlacing, the sum keeps even terms only. The root mean square (rms) errors, relative to the true structure factor of the charge, are:

| $\mathbf l$ | one grid | averaged |
|---|---|---|
| (2,2,2) | 0.00077 | 0.000040 |
| (4,0,0) | 0.0125 | 0.00044 |
| (7,0,0) | 0.366 | 0.0062 |
| (7,7,7) | 0.677 | 0.232 |

These were obtained by moving a charge through a mesh cell, and they agree with the sum of squares within 0.2 %.

**Q:** The last row improves by less than a factor of three. What went wrong?

**A:** That wavevector lies near a corner of the cube of allowed wavevectors, where a product of two factors is no longer small. The alias $(-1,-1,0)$ has weight $(7/9)^8=0.134$, and its sum is even. There are three such aliases, and $\sqrt3\times0.134=0.232$ accounts for the tabulated error. As two components approach $K/2$, this weight tends to 1, and interlacing gives no protection from that alias. The method works well when such wavevectors contribute little to the result.

**Q:** In practice I would average the two energies, not the structure factors. Is that the same?

**A:** No. Split the estimate into its even part $E$, which includes the wanted term, and its odd part $O$:

$$\tilde S_A=E+O,\qquad \tilde S_B=E-O .$$

I use the reciprocal part of the Ewald energy, with splitting parameter $\alpha$:

$$U=\frac{e^2}{2\varepsilon_0V}\sum_{\mathbf k\ne0}g(k)\,|\tilde S(\mathbf k)|^2,\qquad g(k)=\frac{e^{-k^2/4\alpha^2}}{k^2}.$$

Expanding the squares gives

$$|E\pm O|^2=|E|^2+|O|^2\pm2\,\mathrm{Re}(E^*O).$$

The interference term has opposite signs on the two grids, so

$$\frac{|\tilde S_A|^2+|\tilde S_B|^2}{2}=|E|^2+|O|^2,\qquad \left|\frac{\tilde S_A+\tilde S_B}{2}\right|^2=|E|^2 .$$

Averaging structure factors removes the odd aliases completely. Averaging energies removes their interference with the even part, which is first order in the odd weights, but keeps their square. Since $g>0$, the averaged energy cannot lie below the energy of the averaged structure factor.

**Q:** And the forces?

**A:** Take forces as exact gradients of the mesh energy. For one grid, differentiating $|\tilde S|^2$ gives $2\,\mathrm{Re}(\tilde S^*\nabla_j\tilde S)$, and the 2 cancels the $\tfrac12$ in $U$:

$$\mathbf F_j=-\frac{e^2}{\varepsilon_0V}\sum_{\mathbf k\neq0}g\,\mathrm{Re}\big[(E\pm O)^*\,\nabla_j(E\pm O)\big].$$

The cross terms $\pm\mathrm{Re}(E^*\nabla_jO+O^*\nabla_jE)$ cancel in the mean force. What remains is $\mathrm{Re}(E^*\nabla_jE+O^*\nabla_jO)$. With the averaged structure factor $\bar S=E$, only $\mathrm{Re}(E^*\nabla_jE)$ remains.

To obtain this second force on the meshes, note that $\nabla_j\bar S=\tfrac12(\nabla_j\tilde S_A+\nabla_j\tilde S_B)$, and that only the spreading weights depend on $\mathbf r_j$:

$$\nabla_j\tilde S_s=\frac{q_j}{\hat W(\mathbf k)}\sum_{\mathbf n}e^{-i\mathbf k\cdot(h\mathbf n+\mathbf s)}\,\nabla_jW\!\left(\frac{h\mathbf n+\mathbf s-\mathbf r_j}{h}\right).$$

Exchange the sums over $\mathbf k$ and $\mathbf n$, and use $\mathrm{Re}(z^*)=\mathrm{Re}(z)$. The sum over $\mathbf k$ becomes a potential at the points of each grid:

$$\phi_s(\mathbf n)=\frac{e}{\varepsilon_0V}\sum_{\mathbf k\ne0}\frac{g(k)}{\hat W(\mathbf k)}\,\bar S(\mathbf k)\,e^{i\mathbf k\cdot(h\mathbf n+\mathbf s)},$$

$$\mathbf F_j=-\frac{eq_j}{2}\sum_{s=A,B}\sum_{\mathbf n}\phi_s(\mathbf n)\,\nabla_jW\!\left(\frac{h\mathbf n+\mathbf s-\mathbf r_j}{h}\right).$$

So you evaluate the common $\bar S$ on both grids, gather a force from each, and average.

**Q:** Does the distinction matter for a collection of ions?

**A:** Here is one configuration: 216 ions of charge $\pm e$ on a rock-salt lattice with neighbour spacing 0.29 nm, each displaced by independent Gaussian amounts of 0.025 nm rms per axis. The box edge is $6\times0.29=1.74$ nm. With $K=16$, $h=1.74/16=0.109$ nm. I use $p=4$, $\alpha=4$ nm$^{-1}$ and $|l_a|\le7$.

The reference is a direct sum over the same wavevectors, so the differences below are aliasing errors. It gives a reciprocal energy of 17.496 eV for the whole box. This is one part of the Ewald energy, not a cohesive energy.

Grid A errs by $+10.57$ meV and grid B by $-6.91$ meV. Half their difference, 8.74 meV, is the interference term. Half their sum, $+1.83$ meV, is the error of the averaged energy. The averaged structure factor errs by $-0.15$ meV, which comes from even aliases. The gap, $1.83-(-0.15)=1.99$ meV before rounding, is the energy of the squared odd part. It is positive, as required.

Relative to the reference, the error falls from $6\times10^{-4}$ on grid A to $1\times10^{-4}$ for averaged energies and $9\times10^{-6}$ for the averaged structure factor. These energy errors belong to one configuration and can contain accidental cancellations. The forces provide 648 components to compare.

**Q:** What do they show?

**A:** The rms direct force component is 2.89 eV/nm. The rms errors per component are:

| procedure | error (meV/nm) |
|---|---|
| grid A alone | 18.4 |
| grid B alone | 18.2 |
| edge offset, mean forces | 14.7 |
| half diagonal, mean forces | 1.58 |
| half diagonal, averaged $\tilde S$ | 1.50 |

The half diagonal reduces the error of grid A by a factor of about 12. This factor relies on dividing by $\hat W(\mathbf k)$. Smooth particle-mesh Ewald divides instead by $\sum_nW(n)\cos(khn)$ on each axis for $p=4$, which equals $\sum_m\hat W(k+Gm)$. The wanted term is then biased in the same way on both grids, and averaging cannot remove that bias: grid A errs by 19.7 meV/nm and the mean forces by 8.5. The errors on A and B have a correlation of $-0.985$, where $-1$ would mean that one set is a negative multiple of the other. Their rms sizes are also nearly equal, so they almost cancel. This is the cancellation seen directly: each grid is wrong by 18 meV/nm, mostly in opposite directions, and the common part is 1.6 meV/nm. For forces, the two ways of averaging have similar rms errors here, so keeping the squared odd part costs little accuracy.

The edge offset helps little. The gradient multiplies each alias by the components of $\mathbf k+G\mathbf m$, so an alias displaced along one axis mainly disturbs the force along that axis. A shift along one edge therefore corrects mainly one force component of the three. If all three had equal errors and one became exact, $\sqrt{2/3}\times18.4=15.0$ meV/nm would remain, close to the 14.7 found.

**Q:** But I have done twice the work. Why not buy a finer mesh?

**A:** Two grids hold $2\times16^3=8192$ points; one grid with $K=20$ holds 8000. With the same spline order, $\alpha$ and wavevectors, the finer grid has an error of 8.5 meV/nm, against 1.5 for the interlaced pair.

You could instead spend the effort on smoother spreading. Two grids with $p=4$ need $2\times4^3=128$ weights per ion; one with $p=5$ needs $5^3=125$. At $K=16$, the latter gives 5.2 meV/nm, with half the mesh points of the pair. Each of these single grids, however, matches only one of the pair's two costs. One grid with $K=20$ and $p=5$ matches both, with 8000 points and 125 weights per ion, and its error is 1.7 meV/nm. At equal counts, interlacing is therefore only slightly more accurate in this example. These are counts of points and weights, not running times, and the ranking depends on the setting: at $\alpha=3$ nm$^{-1}$ the single grid errs by 0.24 meV/nm and the interlaced pair by 0.30.

**Q:** Why did the poor protection near the corners not spoil the forces?

**A:** The Gaussian in $g$ suppresses them. Even at the face, $\mathbf l=(7,0,0)$, $k=7\times2\pi/1.74=25.3$ nm$^{-1}$ and $e^{-k^2/4\alpha^2}=e^{-10}$, about $5\times10^{-5}$. The corner is damped further. If you raise $\alpha$ on the same mesh, these wavevectors gain weight and the error grows, with or without interlacing. The squared odd part grows too, and with a large enough $\alpha$ it separates the two ways of averaging. At $\alpha=8$ nm$^{-1}$ the alias error of the forces, measured against the direct sum over the same wavevectors, is 414 meV/nm for averaged forces and 94 meV/nm for the averaged structure factor. At that $\alpha$, however, the wavevectors beyond $|l_a|=7$ contribute about 400 meV/nm themselves. Against a direct sum to $|l_a|\le21$ the two errors are 480 and 414 meV/nm.

Interlacing also cannot restore wavevectors that were left out. At $\alpha=4$ nm$^{-1}$, extending the direct sum from $|l_a|\le7$ to $|l_a|\le13$ changes the force components by 0.009 meV/nm rms, well below the remaining alias error.

**Q:** Suppose my sample is hot sodium chloride. Does a force error of 1.5 meV/nm mean that I know its forces that well?

**A:** No. The spacing and displacements are roughly those of sodium chloride near 1000 K, but the model has rigid point charges and ignores correlations between the motions of neighbours. It also lacks short-range repulsion. In a static perfect lattice at zero pressure, the attraction per ion pair is balanced by six contacts. With the computed Madelung constant $M=1.7476$ and spacing $a$, each contact must push with

$$f=\frac{M}{6a^2}\,\frac{e^2}{4\pi\varepsilon_0}=4.99\ \text{eV/nm}.$$

Real ions also polarize. For a rough chloride polarizability volume $\alpha_{\rm p}=0.003$ nm$^3$ and the model's rms field of 10.2 V/nm at the negative ions, the induced energy has magnitude $\tfrac12(4\pi\varepsilon_0\alpha_{\rm p})\mathcal E^2=108$ meV per chloride. That exceeds $k_BT=86$ meV at 1000 K. The estimate ignores the fields of the induced dipoles themselves, so it sets a scale only.

These omissions far exceed the mesh error and must be repaired in the force model. They do not alter the cancellation, which was derived for arbitrary point charges and positions. What interlacing improves is the numerical solution of the chosen electrostatic model. Apart from the errors of the single grid with $K=20$ and $p=5$, the errors with the smooth particle-mesh Ewald divisor and the errors at $\alpha=3$ and $8$ nm$^{-1}$, the computed values are in the numerical output below.

## Numbers as computed

```
ions: 216; spacing: 0.29 nm; box edge: 1.74 nm
rms displacement per axis, input: 0.025 nm
mesh points per edge K: 16; spline order p: 4
mesh spacing h: 0.10875 nm; G: 57.776 1/nm
Ewald alpha: 4.0 1/nm; largest |l_a| kept: 7
nearest surviving alias vector / G: 1.41421
largest odd alias sum in series test: 2.8327 (charge e)
largest mesh-series deviation: 6.2e-05 (charge e)
rms relative alias error of one charge: one grid, averaged factor
  l=(2, 2, 2): 7.693e-04, 4.011e-05 (no unit)
  l=(4, 0, 0): 1.246e-02, 4.443e-04 (no unit)
  l=(4, 4, 4): 2.158e-02, 8.151e-04 (no unit)
  l=(7, 0, 0): 3.661e-01, 6.240e-03 (no unit)
  l=(7, 7, 7): 6.771e-01, 2.323e-01 (no unit)
direct reciprocal energy: 17.496381 eV
energy error, grid A: 10.5726 meV
energy error, grid B: -6.9052 meV
energy error, mean energy: 1.8337 meV
energy error, mean factor: -0.1529 meV
rms direct reciprocal force component: 2.8870 eV/nm
rms force-component errors:
  grid A: 18.3995 meV/nm
  grid B: 18.2494 meV/nm
  edge offset, mean forces: 14.6891 meV/nm
  diagonal, mean forces: 1.5753 meV/nm
  diagonal, mean factor: 1.4973 meV/nm
  one grid, K=20, p=4: 8.4842 meV/nm
  one grid, K=16, p=5: 5.2396 meV/nm
correlation of A and B force errors: -0.98525 (no unit)
error reduction, mean forces versus grid A: 11.68 times
error reduction, mean factor versus grid A: 12.29 times
mesh points, two K=16 grids: 8192; one K=20 grid: 8000
weights per ion, two p=4: 128; one p=5: 125
rms wavevector-truncation force: 0.0091 meV/nm
Madelung constant from perfect lattice: 1.74756 (no unit)
neglected repulsion per contact: 4.987 eV/nm
rms full field at negative ions: 10.167 V/nm
rough chloride polarizability, input: 0.003 nm^3
neglected induced energy per chloride: 107.67 meV
thermal energy at 1000 K: 86.17 meV
```
